Orbital relaxation cannot raise the lowest Hartree-Fock ionization energy of each symmetry

**1. A number that looks like physics**

Remove an electron from BF3 in Hartree-Fock theory. With all orbitals frozen, the lowest ionization energy is 17.69 eV. Now let the orbitals of the ion adjust, and suppose the difference of the two total energies comes out as 19.90 eV. Is it possible that relaxation has raised the ionization energy by 2.2 eV?

Without a rule for the sign of relaxation, one might accept this figure and build on it. It is in fact an error: the ion was computed in a smaller basis than the neutral molecule. With one basis for both, the same kind of calculation gives 16.34 eV (section 8 finds a still lower solution). The rule that exposes the error is derived here, together with the conditions under which it may be used.

**2. Setting and statement**

The nuclei are fixed, and one finite set of real basis functions serves both the neutral molecule and the ion. The electronic Hamiltonian is

H = Σ_n h(n) + Σ_{n<m} e²/(4πε₀ r_nm) + V_nuc,

where h(n) holds the kinetic energy of electron n and its attraction to the nuclei, and V_nuc is the constant nuclear repulsion. Labels i, j denote occupied spin orbitals of the neutral, a denotes an empty one, and k is the one that loses its electron. The antisymmetrized integral is

⟨pq||rs⟩ = ⟨pq|rs⟩ − ⟨pq|sr⟩,

⟨pq|rs⟩ = ∫∫ φ_p(1)φ_q(2) [e²/(4πε₀ r₁₂)] φ_r(1)φ_s(2) d1 d2.

The integrals d1 and d2 include the sum over spin.

The neutral is a closed-shell Hartree-Fock determinant Φ with energy E_N. Its orbitals are canonical, meaning that they diagonalize the Fock matrix

F_pq = h_pq + Σ_j ⟨pj||qj⟩, F_pq = ε_p δ_pq.

They are also symmetry-adapted: each belongs to one irreducible representation (irrep) of an Abelian point group whose irreps are all real, that is, D2h or one of its subgroups. If the molecule has another group, a subgroup of this kind is used.

Let φ_k be the highest occupied orbital of irrep Γ, and let Φ_k be Φ with that one electron removed. Let M_Γ be the set of all determinants of N−1 electrons that are built from symmetry-adapted orbitals and have the same number of electrons of each spin in each irrep as Φ_k. All members have symmetry Γ, because the remaining electrons pair off within their irreps. Write E_Γ for the lowest energy in M_Γ. It is attained, since the energy is a continuous function of orbital coefficients that range over a closed, bounded set.

The statement is

I_relaxed = E_Γ − E_N ≤ −ε_k = I_frozen.

**3. The frozen ion**

The energy of the neutral determinant is

E_N = V_nuc + Σ_i h_ii + ½ Σ_ij ⟨ij||ij⟩.

Removing k deletes h_kk and every pair term in which i = k or j = k:

E(Φ_k) − E_N = −h_kk − ½ Σ_j ⟨kj||kj⟩ − ½ Σ_i ⟨ik||ik⟩ + ½ ⟨kk||kk⟩.

The last term corrects for the pair i = j = k, which both sums contain; it is zero by antisymmetry. The two sums are equal, because exchanging the electron labels leaves the integral unchanged. Hence

E(Φ_k) − E_N = −h_kk − Σ_j ⟨kj||kj⟩ = −F_kk = −ε_k.

This is Koopmans' result. The first equality did not use the canonical property, so it also holds for a hole in any normalized combination χ = Σ_i u_i φ_i of occupied orbitals of one spin. A rotation among occupied orbitals leaves Φ unchanged, and χ can be taken as one of the rotated orbitals. Therefore

E(hole in χ) − E_N = −⟨χ|F|χ⟩ = −Σ_i u_i² ε_i.

Within irrep Γ this weighted mean is smallest when all the weight lies on the highest orbital. So Φ_k is the lowest frozen ion of its symmetry.

**4. The inequality**

Φ_k is itself a member of M_Γ. The minimum over a set cannot exceed the value at one of its members:

E_Γ ≤ E(Φ_k) = E_N − ε_k.

Subtracting the same E_N from both sides gives the statement.

The same reasoning orders the usual variants. In restricted open-shell theory (ROHF), paired electrons share a spatial orbital; in unrestricted theory (UHF) they need not. Because the neutral is closed-shell, Φ_k belongs to both sets, and the restricted set lies inside the unrestricted one. For the minima,

E_UHF ≤ E_ROHF ≤ E(Φ_k).

The argument uses no perturbation theory and no assumption that relaxation is small. It does not require E_N to be the lowest possible neutral energy either, only that the same E_N enters both differences.

**5. When relaxation lowers the energy strictly**

Replace one occupied orbital i of the frozen ion by a mixture with an empty orbital a of the same spin and irrep:

φ_i → φ_i cos θ + φ_a sin θ.

A determinant is linear in each of its orbitals, so the result is still one determinant:

Φ(θ) = cos θ Φ_k + sin θ Φ_k(i→a).

Its energy is

E(θ) = cos²θ E(Φ_k) + sin²θ E(Φ_k(i→a)) + 2 sin θ cos θ g,

where g is the matrix element of H between the two determinants. They differ in one orbital, so g is an element of the ion's Fock matrix F⁺. That matrix lacks the contribution of electron k:

g = F⁺_ai = F_ai − ⟨ak||ik⟩ = −⟨ak||ik⟩,

since F_ai = 0 for canonical orbitals. Physically, g is the pull that the missing charge exerts on orbital i.

The energy gap Δ = E(Φ_k(i→a)) − E(Φ_k) follows in two moves. Taking i out of the ion costs −F⁺_ii. Putting an electron into a then costs F⁺_aa, less its interaction with the electron i that is no longer there:

Δ = F⁺_aa − F⁺_ii − ⟨ia||ia⟩.

With cos²θ = 1 − sin²θ the energy becomes

E(θ) − E(Φ_k) = Δ sin²θ + g sin 2θ.

The slope at θ = 0 is 2g. If g ≠ 0, a small rotation of the right sign lowers the energy, and the inequality is strict in the unrestricted set. To find how much is gained, write sin²θ = (1 − cos 2θ)/2:

E(θ) − E(Φ_k) = Δ/2 − [(Δ/2) cos 2θ − g sin 2θ].

The bracket has the form A cos 2θ + B sin 2θ, whose largest value is √(A² + B²). For Δ > 0 it is reached at tan 2θ = −2g/Δ. The full relaxation energy R = E(Φ_k) − E_UHF therefore obeys

R ≥ √(Δ²/4 + g²) − Δ/2.

There are two limits. For |g| ≪ Δ, expanding the root gives g²/Δ, the second-order result for a stiff orbital. For Δ → 0 the bound tends to |g|, which is linear in the coupling.

Equality, R = 0, requires all these couplings to vanish. The simplest case is a neutral with a single electron (open-shell, but the same counting applies): nothing is left to relax.

**6. How relaxation depends on the spread of the hole**

Consider n identical sites, and a hole spread evenly over them. Take only the relaxation of orbitals i and a that sit on one site and lie outside the set that carries the hole, and neglect coupling between sites. Each site then sees 1/n of the hole density, so its coupling is g₁/n, where g₁ belongs to a hole localized on that site. To second order the n sites together give

R_n ≈ n (g₁/n)²/Δ = R₁/n.

A localized hole thus relaxes more. Its frozen energy, however, is the weighted mean of section 3, which cannot lie below the value for the highest orbital. Which hole wins depends on the balance of the two.

**7. BF3 in numbers**

The molecule is planar with a round bond length of 0.131 nm, treated in the 6-31G* basis with spherical d functions (Cartesian ones lower the relaxed B1 value by 0.01 eV). In the labels used here, B1 orbitals lie in the molecular plane and B2 orbitals are antisymmetric to it. Its full point group is D3h, and the subgroup C2v is imposed. The ionization energies in eV are:

Irrep: frozen, ROHF, UHF
A1: 18.75, 17.63, 17.34
A2: 18.41, 16.98, 16.34
B1: 17.69, 16.74, 16.34
B2: 18.41, 15.77, 15.67

In each row the values fall from left to right, as the inequality demands. The relaxed entries are converged self-consistent solutions, not proven minima. This does no harm to the test: a true minimum could only lie lower still. For B1 lower solutions do exist: an ROHF one at 16.42 eV with the hole on two fluorines, and a much lower UHF one described in section 8. The digits belong to this basis: in aug-cc-pVDZ the frozen values rise by 0.33 to 0.40 eV and the UHF ones by 0.12 to 0.20 eV.

The rule applies row by row and says nothing about the order of the rows. The highest occupied orbital is B1, yet among the four solutions listed the lowest relaxed one is B2, because its relaxation of 2.74 eV is twice the 1.35 eV of the B1 solution. This order belongs to the solutions listed, not to the minima: the localized B1 solution of section 8, at 15.22 eV, lies below the B2 one. The A2 and B2 orbitals are degenerate, but their relaxed ions differ by 0.67 eV. Only C2v was imposed, so the relaxed determinants are free to lose the threefold symmetry that makes the two equal.

For the B1 ion, the strongest single rotation acts on the electron left behind in the same spatial orbital as the hole. It mixes in an empty B1 orbital at 44.1 eV, with g = 2.315 eV and Δ = 54.663 eV. The guaranteed gain is

√(27.332² + 2.315²) − 27.332 = 0.098 eV.

A direct minimization of the determinant energy over θ gives the same 0.098 eV, at θ = −0.042 rad. One rotation thus secures 7 % of the 1.35 eV found for this solution; the relaxation is shared among many orbitals. The fraction depends on the empty orbitals the basis supplies: in aug-cc-pVDZ the best rotation of the same electron gains 0.045 eV, about 3 %. Adding g²/Δ over all pairs gives 1.73 eV, which is 27 % above that 1.35 eV. That sum treats the rotations as independent and is an estimate, not a bound.

**8. Where the argument stops**

*Excited holes.* Let k′ be a deeper occupied orbital of the same irrep, and rotate the hole from k′ towards k. By section 3,

E(θ) − E(Φ_k′) = −cos²θ ε_k′ − sin²θ ε_k + ε_k′ = −(ε_k − ε_k′) sin²θ.

The slope at θ = 0 vanishes and the curvature is negative: the frozen deep hole sits on a ridge in this direction. For the next B1 orbital of BF3, at 18.753 eV, a rotation by 0.3 rad gives −(18.753 − 17.692) × 0.0873 = −0.093 eV. A minimization is therefore free to move the hole up towards k. A calculation that holds it in k′ finds a stationary point which need not be the minimum, and the argument of section 4 gives no bound for it.

*Unequal treatment.* The frozen determinant must be available to the ion. The 19.90 eV of section 1 arose from 6-31G for the ion and 6-31G* for the neutral, at the same geometry. The smaller basis cannot represent Φ_k, so the comparison is void. Different geometries for the two charges, or a restricted ion set beneath a spin-polarized neutral, can remove the guarantee in the same way.

*Correlation.* The inequality compares two Hartree-Fock numbers and does not bound the true ionization energy. For a two-electron atom the ion has one electron and no correlation energy, so correlation lowers only the neutral and raises the ionization energy. For the spread B1 solution of BF3 the computed shift has the other sign. It is −0.84 eV in second-order perturbation theory (MP2) with 6-31G*. In the smaller 6-31G basis it is −1.29 eV with MP2 and −0.98 eV with coupled cluster singles and doubles (CCSD).

A possible reason, offered as a conjecture, is that a determinant with the hole spread over three fluorines describes this ion poorly. A run without symmetry constraints, started with the hole on one fluorine, shows that a lower determinant exists. The frozen value rises to 18.96 eV, but the relaxed one falls to 15.22 eV, with a spin population of 0.99 on that atom. The starting hole is an in-plane p orbital perpendicular to the B–F bond. For the twofold axis through that fluorine it has the same symmetry as the B1 orbital, and the final spin populations on the other two fluorines are equal. The lower solution belongs to the B1 set itself: with C2v and the B1 occupation imposed, the same start gives the same 15.22 eV. What it gives up is the threefold symmetry, not C2v, and the 16.34 eV of section 7 is a saddle point above E_Γ − E_N. Compared with the spread B1 hole, localization costs 1.26 eV in the frozen energy and gains 2.38 eV in relaxation, a net lowering of 1.12 eV (1.19 eV in aug-cc-pVDZ). The exact energy of the lowest B1 ion does not depend on the determinant from which correlation is counted. Counted from the localized one, the exact correlation shift is therefore 1.12 eV higher, so the negative sign found for the spread solution need not hold for the lower one. With MP2 in 6-31G* the shift from the localized determinant is +1.22 eV; the two MP2 ionization energies, 15.50 and 16.44 eV, differ by 0.94 eV where exact ones would agree. Equation-of-motion CCSD in 6-31G, which starts from the neutral alone, gives 15.65 eV, a shift of −1.35 eV from the spread determinant and −0.07 eV from the localized one. The shifts quoted above are therefore rough. The relaxation is 2.8 times that of the spread hole (2.6 times in aug-cc-pVDZ). Section 6 suggests a factor of 3 for three sites, but that model leaves out the coupling between the fluorines and the relaxation of the orbitals that carry the hole, so the closeness may be partly accidental.

**9. Meaning for photoionization in a resist**

Extreme-ultraviolet lithography works at 13.5 nm, a photon energy of 91.84 eV. For a free BF3 molecule ionized from its B1 orbital, with the hole spread over the fluorines as in section 7, the photoelectron energy is

frozen: 91.84 − 17.69 = 74.15 eV,
relaxed: 91.84 − 16.34 = 75.50 eV.

Frozen orbitals therefore put the photoelectron too low by 1.8 % of the relaxed value. That is a small matter for the photoelectron, but 1.35 eV is a large one for the energy of the hole left behind.

BF3 is a gas and serves here as a small fluorine compound, not as a resist. Its first ionization energy is roughly 16 eV, while organic molecules of the kind found in resists lie far lower, at roughly 8 to 10 eV. A film also breaks the assumption of an isolated molecule, since the surroundings polarize around the hole. A Born estimate with a cavity radius of 0.25 nm and an optical permittivity of 2.5, both rough typical values, lowers the ionization energy by

e²/(8πε₀a) × (1 − 1/ε_r) = 2.88 eV × 0.6 = 1.73 eV.

This exceeds the 1.35 eV of internal relaxation for the spread B1 hole, though not the roughly 2.5 eV from the frozen 17.69 eV down to the localized solution, and it halves if the radius is doubled. Other neglected effects can be set beside it. For the spread solution, correlation moves the number by about 1 eV. The aug-cc-pVDZ basis changes the frozen and relaxed values to 18.09 and 16.54 eV, so the relaxed one shifts by 0.20 eV. Letting the three bonds breathe together lowers the neutral by less than 0.01 eV and the ion by about 0.02 eV, so the ionization energy changes by only about 0.02 eV; other nuclear motions were not examined.

For practical use with a closed-shell neutral, a Hartree-Fock ionization energy from separate self-consistent calculations should be compared with −ε_k, where k is the highest occupied orbital of the same symmetry. If it lies above, and basis, geometry and type of determinant agree, the ion calculation has not reached its minimum. Restarting it from the frozen determinant, with steps that only lower the energy, must end at or below −ε_k. The rule does not carry over to Kohn-Sham density functional theory, where −ε_k is not the energy needed to form a frozen ion and can lie far below a sound ionization energy. The remaining digits are in the numerical output.

Calculated quantities

```
BF3 bond length (nm): 0.131
basis 6-31g*, functions: 56
point group: D3h, subgroup used: C2v
neutral HF energy (hartree): -323.190614
ionization energies (eV): frozen, ROHF, UHF, UHF relaxation
  A1    18.753   17.633   17.336    1.417
  A2    18.406   16.978   16.339    2.067
  B1    17.692   16.738   16.337    1.354
  B2    18.406   15.771   15.671    2.735
symmetry of highest occupied orbital: B1
symmetry of lowest relaxed UHF ion: B2
B1 UHF ion, <S^2>: 0.7861
strongest single rotation, spin: alpha
  orbital energies i, a (eV): -17.692, 44.142
  symmetry of i, a: B1, B1
  coupling g (eV): 2.3150
  slope dE/dtheta by differences (eV): 4.6300
  gap (eV): 54.6631
  best angle (rad): -0.04225
  guaranteed gain, formula (eV): 0.09787
  gain by minimization (eV): 0.09787
sum of g^2/gap, all pairs (eV): 1.725
full UHF relaxation (eV): 1.354
next deeper hole, same symmetry, frozen (eV): 18.753
  change on rotating hole by 0.3 rad (eV): -0.0927
photon energy at 13.5 nm (eV): 91.840
photoelectron energy, frozen (eV): 74.148
photoelectron energy, relaxed (eV): 75.503
frozen / relaxed ionization energy (eV): 17.692 / 16.337
MP2 correlation shift, 6-31g* (eV): -0.835
MP2 correlation shift, 6-31g (eV): -1.291
CCSD correlation shift, 6-31g (eV): -0.982
mixed bases: ion 6-31g minus neutral 6-31g* (eV): 19.898
aug-cc-pvdz frozen / relaxed (eV): 18.090 / 16.541
breathing relaxation, neutral / ion (eV): 0.0043 / 0.0203
one-fluorine hole, frozen / relaxed (eV): 18.956 / 15.217
  Mulliken spin on B, F, F, F: -0.065 0.989 0.038 0.038
film: cavity radius (nm) 0.25, optical permittivity 2.5
Born polarization lowering in film (eV): 1.728
```
